Multicollinear Functional: Spherical Average, Collinear Limit and Spin-Flip Kernel

**Definitions and conventions**

Hartree atomic units are used. Let n(r) = n↑ + n↓ be the electron density and s(r) = n↑ − n↓ the collinear spin density. The collinear exchange-correlation (xc) functional is E[n,s]. Its first and second derivatives with respect to s are

b[n,s](r) = δE/δs(r), G[n,s](r,r') = δ²E/δs(r)δs(r'). (1)

Exchanging up and down leaves the energy unchanged, so E and G are even in s and b is odd. In particular b[n,0] = 0.

A noncollinear state has a spin vector density **m**(r) with |**m**| ≤ n. For a unit vector **e**, the same at all points of space, the projection **m**(r)·**e** is a scalar field that can stand in the place of s. Since |**m**·**e**| ≤ n, it is an admissible collinear spin density. The multicollinear functional is the average over projections

E_MC[n,**m**] = (1/4π) ∫ dΩ_e E_eff[n, **m**·**e**], (2)

where E_eff is still to be found. It is fixed by the requirement that a collinear state, **m** = s**u** with constant **u**, has the energy E[n,s].

I assume that λ ↦ E[n,λs] is continuously differentiable for 0 ≤ λ ≤ 1. The kernel needs further conditions, stated where they enter.

**The modified integrand**

For **m** = s**u** the projection is ts(r), with t = **u**·**e**. Taking **u** as polar axis, the solid-angle average becomes ½∫ dt from −1 to 1. Only the part of E_eff even in s survives, so E_eff may be taken even, and the requirement reads

∫₀¹ dt E_eff[n,ts] = E[n,s]. (3)

This must hold for every admissible s, hence also for λs with 0 < λ ≤ 1. Putting t' = λt and multiplying by λ gives

∫₀^λ dt' E_eff[n,t's] = λE[n,λs].

Differentiate with respect to λ. The left side gives E_eff[n,λs]; the right side gives E[n,λs] + λ∫ s b[n,λs] dr by the chain rule. At λ = 1,

E_eff[n,s] = E[n,s] + ∫ s(r) b[n,s](r) dr. (4)

Conversely, E_eff[n,ts] = d/dt(tE[n,ts]), whose integral from 0 to 1 is E[n,s]. So (4) satisfies (3), and it is the unique solution among even functionals continuous along rays.

The added term restores what projection removes. A part of E of degree 2k in s is reduced by the average of t²ᵏ, which is 1/(2k+1). On the same part (4) acts as multiplication by 2k+1.

For a gradient functional E = ∫ f(n,s,∇n,∇s) dr, the derivative of f(n,λs,∇n,λ∇s) at λ = 1 gives the integrand directly:

f_eff = f + s ∂f/∂s + ∇s·∂f/∂(∇s). (5)

**Rotations and torque**

Let R be a rotation of all spins by the same amount. Then (R**m**)·**e** = **m**·(R⁻¹**e**), and the solid-angle measure is unchanged by R. Hence E_MC[n,R**m**] = E_MC[n,**m**].

Let **B** = δE_MC/δ**m** be the xc spin field. A small rotation **α**(r) changes **m** by **α** × **m**, and the energy by

δE_MC = ∫ **B**·(**α** × **m**) dr = ∫ **α**·(**m** × **B**) dr. (6)

For constant **α** this vanishes, so ∫ **m** × **B** dr = 0: the xc field exerts no net torque. The local torque **m** × **B** is not constrained in this way.

For a purely local functional it does vanish. At each point the average of f_eff(n,**m**·**e**) can depend on the length of **m** alone, and by (3) it equals f(n,|**m**|). Then **B** is parallel to **m**. With gradients, the projections also carry the change of direction of **m** from point to point, and a local torque becomes possible.

**Second derivatives at a collinear state**

Take **m** = s**z** and t = e_z. The derivatives of E_eff are needed first. Differentiating (4) once gives

δE_eff/δs(r) = 2b(r) + ∫ s(r')G(r,r') dr'.

One b comes from E, the other from the explicit factor s. A second differentiation gives 2G from 2b, a further G from the explicit s, and a term with the derivative of G:

G_eff(r,r') = 3G(r,r') + ∫ s(r'') δG(r,r')/δs(r'') dr''.

Evaluated at ts, the last term is t dG[n,ts]/dt. Therefore

G_eff[n,ts] = 3G[n,ts] + t dG[n,ts]/dt = t⁻² d/dt(t³G[n,ts]). (7)

A variation δ**m** changes the projection by **e**·δ**m**, so the noncollinear kernel is

K_ij(r,r') = (1/4π) ∫ dΩ_e e_i e_j G_eff[n,ts](r,r'). (8)

The average over azimuth removes the terms with i ≠ j. The mixed derivative with respect to n and a transverse component also vanishes, since it contains a single factor e_x or e_y. For i = j = z,

K_zz = ∫₀¹ dt t²G_eff[n,ts] = ∫₀¹ dt d/dt(t³G[n,ts]) = G[n,s]. (9)

The collinear longitudinal kernel is thus recovered, as (3) requires.

For i = j = x the azimuthal average of e_x² is (1 − t²)/2. With (7),

K_⊥ = ½ ∫₀¹ dt (t⁻² − 1) d/dt(t³G[n,ts]).

Integrate by parts. The boundary term is ½(t − t³)G[n,ts]. It vanishes at t = 0 if G is finite there, and at t = 1 if (1 − t)G[n,ts] → 0. The derivative of t⁻² − 1 is −2t⁻³, so the remaining term is ½∫ 2t⁻³t³G dt, and

**K_⊥(r,r') = ∫₀¹ dt G[n,ts](r,r').** (10)

The spin-flip kernel is the collinear kernel averaged uniformly along the ray from the unpolarized state to the actual one. No division by s occurs, and the third derivatives in (7) have dropped out.

For a gradient functional, (10) is a quadratic form on smooth trial fields w. Writing **g** = ∇s,

⟨w|K_⊥|w⟩ = ∫dr ∫₀¹dt [f_ss w² + 2w f_sg·∇w + ∇w·f_gg·∇w], (11)

with subscripts denoting partial derivatives, taken at (n, ts, ∇n, t∇s).

**The identity that fixes the spin-flip response**

Let K_⊥ act on s itself. Since ∫ G[n,ts](r,r')s(r') dr' = db[n,ts](r)/dt,

∫ K_⊥(r,r')s(r') dr' = b[n,s](r) − b[n,0](r) = b(r). (12)

This expresses rotational invariance: turning all spins by a small angle η creates a transverse density ηs, and the field must turn with it, acquiring a transverse part ηb.

For a local functional, G = f''(s)δ(r − r'), and (10) gives

K_⊥ = δ(r − r') ∫₀¹ dt f''(ts) = δ(r − r') f'(s)/s. (13)

As s → 0 the factor tends to f''(0), which is also the longitudinal value. In an unpolarized system the two kernels coincide, as isotropy demands.

**Nodes of the spin density**

A different construction inserts the length of **m**, with a sign along the local axis, into the collinear functional. A transverse field ηw changes s to s + η²w²/(2s) at second order. The energy changes by ½η²∫ b w²/s dr, so the kernel is δ(r − r') b(r)/s(r).

For a local functional this agrees with (13). For a gradient functional b need not vanish where s does. The term f = c(n)|∇s|² shows why:

b = −2∇·(c∇s) = −2c∇²s − 2c'(n)∇n·∇s. (14)

At a node of s the sum of these terms need not be zero, and where it is not, b/s has a pole. For the same f, G does not depend on s, so (10) gives K_⊥ = G, a regular quadratic form.

**Full polarization**

For |s|/n bounded below one, the ray in (10) stays away from states with an empty spin channel. At s = n it ends on one, and convergence must be examined. Local exchange has

f = −C[((n+s)/2)^(4/3) + ((n−s)/2)^(4/3)], C = (3/2)(3/4π)^(1/3),

f'' = −(C/9)[((n+s)/2)^(−2/3) + ((n−s)/2)^(−2/3)]. (15)

On the ray s = tn the second term diverges as (1 − t)^(−2/3) when t → 1, which is integrable. For n = 0.3 bohr⁻³ both the integral and f'(n)/n are −1.3843 Ha bohr³.

Gradient correlation may contain (1 − ζ)^(2/3), where ζ = s/n; PBE correlation does, wherever ∇n is not zero. The examples below keep |ζ| < 1 on their grids. Its second derivative behaves as (1 − ζ)^(−4/3), which is not integrable up to ζ = 1. Unless other factors compensate, (10) then fails for a fully polarized density.

**A periodic line**

Consider densities that vary along x with period 2π bohr, in bohr⁻³:

n = 0.30 + 0.10 cos x, s = 0.12 sin(x − π/4).

The largest |s|/n is 0.543. Energies are per bohr² of cross-section, with the PBE functional and numerical quadrature over x and over directions.

The collinear energy is −1.075287 Ha. Equation (2), with the spin axis along (0.36, 0.48, 0.80), gives the same value. Averaging E itself in place of E_eff gives −1.065047 Ha, which is too high by 0.01024 Ha: the projections have weakened the spin polarization energy.

For the trial field w = cos 2x + ½ sin x, the transverse form (11) is −3.1242 and the longitudinal one −3.3363, both in atomic units. The longitudinal value is larger in magnitude by about 7 per cent of the transverse one, so one kernel cannot replace the other.

At the node x = π/4 the field is b = 9.14×10⁻⁴ Ha. With slope s' = 0.12 and grid spacing h = 2π/128 = 0.0491, the pole should give |b/s| ≈ 9.14×10⁻⁴/(0.12 × 0.0491) = 0.155 beside the node. Half the difference of b/s between the two neighbouring points is 0.152 in magnitude, and 0.309 when h is halved. The growth as 1/h is the pole; the form (11) does not change between these grids beyond rounding.

For the torque, keep n and let **m** have length 0.12 + 0.03 cos x and lie in a plane at angle 0.8 sin x. Adding η sin x to the angle changes the PBE energy at the rate −1.68×10⁻³ Ha per radian. By (6) this is a nonzero local torque. Its sign means that the xc energy alone favours a stronger twist; the kinetic energy is not included. Local exchange gives zero, as derived above.

**Spin-flip response**

Take real orbitals and an adiabatic kernel without exact exchange. Let an occupied up orbital φ_i acquire a down component Σ_a X_ia φ_a, and an occupied down orbital φ_j an up component Σ_c Y*_jc φ_c, where a and c are virtual. With X and Y proportional to exp(−iωt), where t is now time, the transverse density is

m_x + i m_y = 2q, q = Σ X_ia φ_iφ_a + Σ Y_jc φ_jφ_c.

The induced field is B_x + iB_y = 2K_⊥q. This is the matrix element of **B**·**σ** from up to down; the element from down to up is its complex conjugate. No charge density is induced, so the Hartree term is absent. First-order time-dependent perturbation theory, with the second equation conjugated, gives

(ε_a − ε_i)X_ia + 2∫ φ_iφ_a (K_⊥q) dr = ωX_ia,
(ε_c − ε_j)Y_jc + 2∫ φ_jφ_c (K_⊥q) dr = −ωY_jc. (16)

Now insert a rigid spin rotation, X_ia = ⟨φ_a|φ_i⟩ and Y_jc = −⟨φ_c|φ_j⟩. Completing the sums over virtual orbitals with the occupied ones gives q = Σφ_i² − Σφ_j² = s, because the occupied-occupied terms cancel.

The up and down Hamiltonians differ by h↑ − h↓ = 2b. Hence (ε_a − ε_i)⟨φ_a|φ_i⟩ = ⟨φ_a|h↓ − h↑|φ_i⟩ = −2⟨φ_a|b|φ_i⟩. By (12) the kernel term is +2⟨φ_a|b|φ_i⟩, and the sum is zero. The second line of (16) cancels in the same way. A global rotation is therefore a solution with ω = 0.

**The bismuth atom**

The free Bi atom in its 6p³ quartet state has three parallel p spins. It was computed with spin-unrestricted PBE, the def2-SVP basis (26 functions) and an effective core potential, leaving 13 up and 10 down electrons. Spin-orbit coupling, which is large in Bi, is left out, and the basis is small. The levels below illustrate the kernel and do not predict the measured spectrum. They are also not converged in the basis: with def2-TZVP and def2-QZVP the ²D level below moves from 0.945 eV to 0.874 and 0.847 eV, the ²P level from 1.860 eV to 1.826 and 1.822 eV, and −2∫ s b dr from 0.2082 Ha to 0.2062 and 0.2061 Ha.

In this basis the spin density changes sign twice between r = 0.05 and 8 bohr, at r = 1.01 and 1.25 bohr, where b = 0.0012 and 0.0022 Ha. In the larger sets these nodes lie at 0.98 and 1.26 bohr, with b = 0.0009 and 0.0024 Ha, and a further sign change appears near 0.07 bohr, inside the region of the core potential. The poles of b/s thus appear in this atomic calculation too.

Integrating s times (12) requires ⟨s|K_⊥|s⟩ = ∫ s b dr. Both are −0.10412 Ha, with 8 quadrature points along the ray. The longitudinal kernel gives −0.13319 Ha. For a rigid rotation, the orbital gaps in (16) contribute −2∫ s b dr = 0.20824 Ha to the quadratic form. The kernel K_⊥ cancels this. With G in its place the sum would be 0.20824 − 0.26637 = −0.0581 Ha, as if turning all spins together lowered the energy.

Flipping one p spin gives 3 × 3 = 9 combinations, with orbital angular momentum L = 0, 1 and 2. The bare gap is

−0.11957 − (−0.18791) = 0.06834 Ha.

Solving (16) by diagonalization splits the nine as follows.

- L = 0, one state: |ω| is about 10⁻⁹ Ha. This is the quartet with its spin projection lowered by one, and the kernel cancels the whole gap.
- L = 2, five states (²D): ω = 0.0347 Ha = 0.945 eV. The kernel removes about half of the gap.
- L = 1, three states (²P): ω = 0.0683 Ha = 1.860 eV, equal to the bare gap.

The last equality follows from symmetry. The L = 1 combinations are antisymmetric, such as p_x → p_y minus p_y → p_x. Their pair density is R↑R↓(xy − yx)/r² = 0, where R↑ and R↓ are the radial functions. Then q = 0, and (16) leaves the gap unchanged. Any kernel that acts through q, as in (16), has this limitation for a spherical p³ atom, so the ²P energy tests the orbital gap and carries no information on K_⊥.
